# Anti-Bragg Truncation-Rod Intensity of a Surface with Geometric Layer Occupancies

## The question

A simple cubic crystal with one atom per cell ends in a (001) surface. Its layers have spacing $d$ and are stacked directly above one another. Layer $n=0$ and all layers below it are full. Above it the mean fraction of occupied sites in layer $n$ is

$$\theta_n=\beta^n,\qquad n=1,2,3,\ldots,\qquad 0\le\beta<1 ,$$

where $\beta$ is the roughness parameter. The flat reference crystal, called ideal below, ends at $n=0$.

X-rays are scattered with momentum transfer $q_z$ along the outward normal, and $\phi=q_zd$. Bragg points lie at $\phi=2\pi m$ with integer $m$. The anti-Bragg point lies midway between them, at $\phi=\pi$. Assume single scattering, negligible absorption, equal scattering strength and vibration for all atoms, and no change of layer spacing near the surface. The occupied sites have no long-range lateral order of their own.

## Part (a): the flat crystal and the sharp rod

**Question.** Find the truncation-rod intensity of the flat crystal. Show which property of a rough surface fixes the sharp part of its rod.

**Answer.** Measure amplitudes in units of the amplitude from one full layer. Layer $j$ contributes the phase factor $e^{ij\phi}$. The sum over a half-infinite crystal does not converge by itself, so let a weak absorption reduce layer $j\le0$ by $e^{\varepsilon j}$, with $\varepsilon>0$. Writing $j=-m$ gives a geometric series:

$$\sum_{m=0}^{\infty}e^{-m(\varepsilon+i\phi)}=\frac{1}{1-e^{-\varepsilon-i\phi}} .$$

Away from the Bragg points the limit $\varepsilon\to0$ is finite:

$$A_0=\frac{1}{1-e^{-i\phi}} .$$

Since $|1-e^{-i\phi}|^2=2-2\cos\phi=4\sin^2(\phi/2)$, the flat intensity is

$$|A_0|^2=\frac{1}{4\sin^2(\phi/2)} .$$

At $\phi=\pi$ this is $1/4$. The half-infinite crystal then scatters with half the amplitude of a single layer, because neighbouring layers cancel in pairs.

For the rough crystal, let $s_n(\mathbf R)$ be 1 if the site of layer $n$ at lateral position $\mathbf R$ is occupied, and 0 if it is empty. The amplitude of the column at $\mathbf R$ is

$$a(\mathbf R)=\sum_n s_n(\mathbf R)e^{in\phi}.$$

Its mean is $A=\sum_n\theta_ne^{in\phi}$, with $\theta_n=1$ for $n\le0$. Write $a(\mathbf R)=A+\delta a(\mathbf R)$. The mean of $\delta a$ is zero, so the cross terms vanish when the total intensity is averaged:

$$\Big\langle\Big|\sum_{\mathbf R}a(\mathbf R)e^{-i\mathbf q_\parallel\cdot\mathbf R}\Big|^2\Big\rangle
=|A|^2\Big|\sum_{\mathbf R}e^{-i\mathbf q_\parallel\cdot\mathbf R}\Big|^2
+\sum_{\mathbf R,\mathbf R'}e^{-i\mathbf q_\parallel\cdot(\mathbf R-\mathbf R')}\langle\delta a(\mathbf R)\,\delta a^*(\mathbf R')\rangle .$$

With $N$ columns, the first term has height $N^2|A|^2$ on the rod. The second grows as $N$ if the correlations die out with distance, and it is spread over $\mathbf q_\parallel$. The sharp rod is therefore fixed by the mean layer occupancies. The second term is diffuse scattering.

## Part (b): the rough crystal

**Question.** Find the ratio $S(\phi)$ of the sharp rough-surface intensity to the flat one. Discuss its limits.

**Answer.** The added layers form another geometric series, which converges because $\beta<1$:

$$\sum_{n=1}^{\infty}\beta^ne^{in\phi}=\frac{\beta e^{i\phi}}{1-\beta e^{i\phi}} .$$

Adding the bulk gives

$$A=\frac{1}{1-e^{-i\phi}}+\frac{\beta e^{i\phi}}{1-\beta e^{i\phi}}
=\frac{(1-\beta e^{i\phi})+\beta e^{i\phi}(1-e^{-i\phi})}{(1-e^{-i\phi})(1-\beta e^{i\phi})} .$$

In the numerator, $\beta e^{i\phi}$ cancels and $\beta e^{i\phi}e^{-i\phi}=\beta$ remains, so that

$$A=A_0\,\frac{1-\beta}{1-\beta e^{i\phi}} .$$

The squared modulus of the denominator is

$$|1-\beta e^{i\phi}|^2=(1-\beta e^{i\phi})(1-\beta e^{-i\phi})=1+\beta^2-2\beta\cos\phi .$$

The ratio is therefore

$$S(\phi)=\frac{|A|^2}{|A_0|^2}=\frac{(1-\beta)^2}{1+\beta^2-2\beta\cos\phi} .$$

For $\beta=0$ there are no added layers and $S=1$. As a Bragg point is approached, $\cos\phi\to1$ and again $S\to1$: all layers scatter in phase, and a few partly filled layers do not matter beside the bulk. If $\beta\to1$ at a fixed $\phi$ away from the Bragg points, the numerator vanishes while the denominator stays finite, so the rod disappears there.

## Part (c): the anti-Bragg point

**Question.** Show that for $\beta=1/2$ the anti-Bragg intensity is one ninth of its ideal value, and that this is the lowest ratio along the rod.

**Answer.** At $\phi=\pi$, $\cos\phi=-1$ and the denominator is $1+\beta^2+2\beta=(1+\beta)^2$. Hence

$$S(\pi)=\left(\frac{1-\beta}{1+\beta}\right)^2,
\qquad
S(\pi)\Big|_{\beta=1/2}=\left(\frac{1/2}{3/2}\right)^2=\frac19 .$$

The amplitudes show the cancellation. The bulk gives $+1/2$. The added layers have occupancies 0.5, 0.25, 0.125, and so on, with alternating signs:

$$-\frac12+\frac14-\frac18+\cdots=\frac{-1/2}{1+1/2}=-\frac13 .$$

The total is $1/2-1/3=1/6$. The intensity is $1/36$ against $1/4$ for the flat crystal, and the ratio is $1/9$.

For $\beta>0$ the numerator of $S$ does not depend on $\phi$, and the denominator is largest where $\cos\phi=-1$. The ratio is thus smallest at the anti-Bragg point. Halfway to it, at $\phi=\pi/2$, the same $\beta$ gives $S=0.25/1.25=0.20$.

Within this model a measured ratio can be inverted. Because $0\le\beta<1$, the positive root is $\sqrt S=(1-\beta)/(1+\beta)$. Multiplying out gives $\sqrt S+\beta\sqrt S=1-\beta$, so

$$\beta=\frac{1-\sqrt{S(\pi)}}{1+\sqrt{S(\pi)}} .$$

## Part (d): the missing intensity

**Question.** Suppose the surface consists of solid columns without voids or overhangs. Where do the other eight ninths go?

**Answer.** Let $h$ be the number of added atoms in a column. Layer $n$ is occupied when $h\ge n$, so $P(h\ge n)=\beta^n$ and

$$P(h)=\beta^h-\beta^{h+1}=(1-\beta)\beta^h,\qquad h=0,1,2,\ldots$$

A column filled up to layer $h$ is a flat-crystal column shifted by $h$ layers. Its amplitude is

$$a=\sum_{j\le h}e^{ij\phi}=e^{ih\phi}A_0 ,\qquad |a|^2=|A_0|^2 .$$

Roughness changes the phase of a column but not its modulus. Now sum the intensity over the $N$ allowed values of $\mathbf q_\parallel$ in one surface Brillouin zone, with $q_z$ and the atomic scattering strength held fixed. The completeness of the plane waves gives $N\sum_{\mathbf R}|a(\mathbf R)|^2=N^2|A_0|^2$, which is the flat-crystal value. The sharp rod holds the fraction $S$ of it. The diffuse scattering holds $1-S$, which is $8/9=0.889$ here.

At $\phi=\pi$ the column phase factor is $+1$ for even $h$ and $-1$ for odd $h$. The even heights have total probability

$$(1-\beta)(1+\beta^2+\beta^4+\cdots)=\frac{1-\beta}{1-\beta^2}=\frac{1}{1+\beta}=\frac23 ,$$

and the odd heights have $1/3$. The mean phase factor is $2/3-1/3=1/3$, and its square is the ninth found above.

## Part (e): does the rms roughness suffice?

**Question.** Find the rms roughness $\sigma$ for solid columns. Compare the result with a continuous Gaussian height distribution of equal $\sigma$, and with a surface that has a single half-filled added layer.

**Answer.** For a non-negative integer $h$, $h=\sum_{n=1}^{h}1$ and $h^2=\sum_{n=1}^{h}(2n-1)$. Averaging gives sums over $P(h\ge n)$:

$$\langle h\rangle=\sum_{n\ge1}\beta^n=\frac{\beta}{1-\beta},\qquad
\langle h^2\rangle=\sum_{n\ge1}(2n-1)\beta^n=\frac{2\beta}{(1-\beta)^2}-\frac{\beta}{1-\beta} .$$

The variance is

$$\langle h^2\rangle-\langle h\rangle^2=\frac{2\beta-\beta(1-\beta)-\beta^2}{(1-\beta)^2}=\frac{\beta}{(1-\beta)^2},
\qquad \sigma=\frac{\sqrt\beta}{1-\beta}\,d .$$

For $\beta=1/2$ the mean added height is one layer and $\sigma=\sqrt2\,d=1.414\,d$.

A continuous Gaussian distribution has $|\langle e^{iq_zz}\rangle|^2=e^{-q_z^2\sigma^2}$. At $q_zd=\pi$ and $\sigma=\sqrt2\,d$ this is $e^{-2\pi^2}=2.7\times10^{-9}$, far below $1/9$. The shape of the height distribution causes most of this difference. A continuous exponential distribution, $p(z)=e^{-z/\sigma}/\sigma$ for $z\ge0$, also has rms width $\sigma$. Its mean phase factor is $\int_0^\infty p(z)e^{iq_zz}\,dz=1/(1-iq_z\sigma)$, with squared modulus $1/(1+q_z^2\sigma^2)=1/(1+2\pi^2)=0.048$. This is much nearer to $1/9$ than the Gaussian value, although the heights are again continuous.

The geometric and Gaussian results agree when both $\phi$ and $q_z\sigma$ are small. Then $1-\cos\phi\simeq\phi^2/2$, and

$$S=\frac{(1-\beta)^2}{(1-\beta)^2+2\beta(1-\cos\phi)}\simeq1-\frac{\beta\phi^2}{(1-\beta)^2}=1-q_z^2\sigma^2 ,$$

which is also the start of the Gaussian's expansion.

For a single half-filled layer, $\theta_1=1/2$ and all higher layers are empty. The anti-Bragg amplitude is $1/2-1/2=0$, although the roughness is smaller: $h$ is 0 or 1 with equal probability, so $\sigma=d/2$. The anti-Bragg intensity is therefore not a function of $\sigma$ alone. Nor does the value $1/9$ single out the geometric occupancies: one added layer that is one third full has the amplitude $1/2-1/3=1/6$ and gives the same ratio.

## Part (f): a real crystal with the same specular rod

**Question.** TiN has the rocksalt structure. Explain why its (001) specular rod obeys the same formula. Find the anti-Bragg conditions for 10 keV X-rays, taking the lattice parameter as roughly $a=0.424$ nm.

**Answer.** Successive (001) planes of TiN contain the same numbers of Ti and N atoms. They are $a/2$ apart and shifted sideways by $a/2$ along a cube edge. On the specular rod $\mathbf q_\parallel=0$, so the sideways shift gives no phase. Assume that the partly filled planes also hold Ti and N atoms in equal numbers. The planes then scatter as identical layers, weighted by their occupancies, with

$$d=\frac a2=0.212\ \text{nm},\qquad q_z=\frac{\pi}{d}=14.8\ \text{nm}^{-1} .$$

On the $(1,1)$ rod, indexed by the cubic cell, the shift multiplies each successive plane by $e^{i\pi}=-1$. There $\phi$ must be replaced by $\phi+\pi$, and $q_zd=\pi$ is a Bragg point instead.

The wavelength at 10 keV is $\lambda=0.124$ nm. With $\alpha$ the angle between the beam and the surface, $q_z=4\pi\sin\alpha/\lambda$, so

$$\sin\alpha=\frac{q_z\lambda}{4\pi}=\frac{14.82\times0.1240}{4\pi}=0.146,\qquad \alpha=8.4^\circ .$$

For $\beta=1/2$, $\sigma=1.414\times0.212\ \text{nm}=0.30$ nm. The sharp specular intensity at this angle is one ninth of that from the flat crystal.

## Part (g): how firm is the ninth?

**Question.** For the TiN example, estimate the effects of (i) a changed spacing of the added layers, (ii) their stronger vibration, (iii) diffuse scattering that enters the detector, and (iv) refraction, absorption and multiple scattering. Comment on a real film.

**Answer.** Each effect is taken alone, with $\beta=1/2$ and $q_z=\pi/d$ held fixed. The sizes assumed in (i) to (iii) are illustrative, not measured.

**(i) Spacing.** Let layer $n\ge1$ lie at $n(1+s)d$, and put $\psi=\pi s$. Its phase factor is $x^n$ with $x=-e^{i\psi}$. The total amplitude becomes

$$\frac12+\frac{\beta x}{1-\beta x}=\frac{1+\beta x}{2(1-\beta x)} .$$

Dividing its squared modulus by $1/4$ gives

$$S=\frac{|1-\beta e^{i\psi}|^2}{|1+\beta e^{i\psi}|^2}=\frac{1+\beta^2-2\beta\cos\psi}{1+\beta^2+2\beta\cos\psi} .$$

An expansion of 2 % gives $S=0.112$, about 0.9 % above $1/9$ in relative terms. The change is small because $\cos\psi$ differs from 1 in second order.

**(ii) Vibration.** Suppose the added atoms have an extra Gaussian displacement along the normal, of rms size $u=0.005$ nm. Their mean amplitude is multiplied by $e^{-q_z^2u^2/2}=0.997$. They cancel slightly less of the bulk amplitude, and $S$ rises by about 1.1 % of its value, again to 0.112.

**(iii) Diffuse scattering.** Let the detector accept all $q_y$ within one surface Brillouin zone but only $|q_x|<w$. Integration over $q_y$ leaves correlations between columns with the same $y$. Suppose these decay as $e^{-|x|/\xi}$, with $\xi$ much longer than the lateral lattice spacing, and let the terraces be wide along $y$ too. The diffuse scattering then lies close to the specular rod, where the TiN planes act as identical layers, and the total $1-S$ from part (d) can be used. The normalized diffuse profile and its accepted fraction are

$$\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{-|x|/\xi}e^{-iq_xx}\,dx=\frac1\pi\frac{\xi}{1+q_x^2\xi^2},
\qquad
\int_{-w}^{w}\frac1\pi\frac{\xi\,dq_x}{1+q_x^2\xi^2}=\frac2\pi\arctan(w\xi) .$$

For $\xi=5$ nm and $w=0.01$ nm$^{-1}$ the fraction is 3.2 %. The diffuse part contributes $0.889\times0.0318=0.028$ of the flat-rod intensity. If it is not subtracted, the apparent ratio is $0.111+0.028=0.139$, which is 25 % above $1/9$. Smoother-looking data would then be due to the detector opening, not to the surface. This estimate counts only the diffuse scattering caused by roughness. A thick crystal also sends Compton and thermal diffuse scattering into the same opening, from about $\ell\sin\alpha/(2d)\approx6900$ layers with the attenuation length $\ell$ of (iv). Free-atom values at this $q_z$ are about 5 electron units of Compton intensity per TiN pair, against $(f_{\rm Ti}+f_{\rm N})^2/4\approx150$ for the flat rod. The opening accepts about $10^{-3}$ of the zone, so Compton scattering alone gives roughly 0.2 to 0.3 of the flat-rod intensity, depending on the azimuth. With $|q_y|<1$ nm$^{-1}$ it is still about 0.02. The value 0.139 applies after this smooth bulk background has been subtracted.

**(iv) Propagation in the crystal.** Treat each layer as a thin sheet for a scalar wave with normal wavenumber $k=q_z/2$. A sheet of strength $c$ makes the slope of the wave jump by $2kc$ times its value. Continuity gives $t=1+r$, and the jump gives $ik[t-(1-r)]=2kct$, hence

$$t=\frac{1}{1+ic},\qquad r=\frac{-ic}{1+ic} .$$

The real part of $c$ is $r_e n_e\lambda/\sin\alpha$, where $r_e$ is the classical electron radius and $n_e=58/a^2$ is the number of electrons per area of a TiN plane. It equals $7.7\times10^{-4}$. Using all the electrons overestimates the reflection, because atomic scattering weakens with angle. Absorption adds $-id/(2\ell\sin\alpha)$ to $c$, with a rough attenuation length $\ell=20\ \mu$m. If $R'$ is the reflection amplitude of everything below a sheet, summing the repeated reflections gives

$$R=r+\frac{t^2e^{2ikd}R'}{1-r\,e^{2ikd}R'} .$$

This recursion was run numerically through 200 000 full sheets and then 60 added sheets of strength $\beta^nc$. The ratio of the two reflectivities differs from $1/9$ by about 0.02 % of its value. The flat reflectivity itself is only about $1.5\times10^{-7}$ even in this upper estimate with all electrons counted, so single scattering is a good approximation here. Near a Bragg point, where many layers reflect in phase, it fails.

**A real film.** The model needs single-crystal TiN, such as an epitaxial film, with an rms roughness of only 0.30 nm, about one and a half layers. The film must also be thick. Absorption weakens the amplitude from depth $t$ by $e^{-t/(\ell\sin\alpha)}$, and $\ell\sin\alpha$ is about 2.9 $\mu$m here. Unless the film is several times thicker than this, its lower interface adds an amplitude that can change the ratio strongly. Take a thin free-standing film with an odd number of full layers and negligible absorption. At $\phi=\pi$ its flat amplitude is 1 instead of $1/2$. The added layers reduce it to $1-1/3=2/3$, so the ratio is $4/9$ instead of $1/9$. A polycrystalline film lacks the single set of registered layers assumed here. Among effects (i) to (iv), unsubtracted diffuse scattering moves the result most: the part caused by roughness moves it by 25 % for the assumed $\xi$ and $w$, and the bulk background moves it further if it is left in. A surface oxide would add an amplitude of its own, which is not estimated here. An anti-Bragg ratio near $1/9$ is thus compatible with $\beta=1/2$, but does not prove it. The shape of the whole rod between the Bragg points, with the diffuse background removed, is needed to support the geometric model. Even the whole rod of a thick crystal cannot tell hills from pits, because turning the height distribution upside down leaves $S(\phi)$ unchanged.

All numerical values are calculated from the stated model.
